# Tuning exact exchange for a two-site oxide polaron

## A flat level with a small bulge

In a two-site model of an electron polaron, an exact-exchange fraction of 0.1838 puts the occupied level at −0.69464 eV both for vanishing charge and for one full electron. The total-energy difference between these charges is −0.69426 eV, higher by 0.38 meV. At half charge the level is −0.69407 eV. With the same frozen lattice but no exact exchange, the level climbs by 1.78 eV between the two end charges.

Two errors are involved. The large one is the residual self-interaction of the functional, which tuning removes. The small one survives because a single mixing fraction cannot cancel two different interactions while the orbital changes shape.

## Energy and conventions

One orbital on each of two equivalent cation sites holds a charge $f$, with $0\le f\le1$. Its real amplitudes obey $c_1^2+c_2^2=1$. The density matrix is $\rho_{ij}=fc_ic_j$, the site charges are $n_i=\rho_{ii}$, and $z=(n_1-n_2)/f$ measures localization. There is one spin channel. Energies are in eV, with electron charge counted as positive occupation.

The total energy is

$$
\begin{aligned}
E={}&-gq(n_1-n_2)-2t\rho_{12}+\tfrac12Kq^2+E_H\\
&+\alpha E_x+(1-\alpha)E_{sl}+E_{host}.
\end{aligned}
$$

Here $t>0$ is the hopping and $q$ an antisymmetric lattice displacement with stiffness $K$ and coupling $g$. With $U_{11}=U_{22}=U$ and $U_{12}=U_{21}=V$, the Hartree and exact-exchange energies are

$$
E_H=\tfrac12\sum_{ij}U_{ij}n_in_j,\qquad
E_x=-\tfrac12\sum_{ij}U_{ij}\rho_{ij}^2 .
$$

Semilocal exchange is modelled by $E_{sl}=-\tfrac12aU(n_1^2+n_2^2)$: it removes a fraction $a$ of the on-site self-Hartree curvature. Terms linear in $f$ and equal on both sites are dropped. They shift levels but affect neither curvature nor barriers, so absolute levels are not predicted.

The other electrons of the oxide form a linear, polarizable host with potentials $p_i$ and a positive-definite response matrix $\Pi$:

$$
E_{host}=\tfrac12p^T\Pi^{-1}p-n^Tp .
$$

Setting the derivative with respect to $p$ to zero gives $p=\Pi n$. Substitution leaves $\tfrac12n^T\Pi n-n^T\Pi n=-\tfrac12n^T\Pi n$. The diagonal and off-diagonal elements of $\Pi$ are $\Pi_0$ and $\Pi_1$, both taken to be independent of $\alpha$.

Because one orbital is occupied, $\rho_{ij}^2=f^2c_i^2c_j^2=n_in_j$. Hence $E_x=-E_H$, and $E_H+\alpha E_x=(1-\alpha)E_H$. Collecting all quadratic terms gives $\tfrac12A(n_1^2+n_2^2)+Bn_1n_2$, where

$$
A=(1-\alpha)(1-a)U-\Pi_0,\qquad B=(1-\alpha)V-\Pi_1 .
$$

Insert $n_1=f(1+z)/2$ and $n_2=f(1-z)/2$. Then $n_1^2+n_2^2=f^2(1+z^2)/2$ and $n_1n_2=f^2(1-z^2)/4$. For given site charges the energy is lowest when the amplitudes have equal sign, because $t>0$. For that state $2\rho_{12}=f\sqrt{1-z^2}$. Apart from $\tfrac12Kq^2$, the energy is

$$
\begin{aligned}
W(f,z)&=fu(z)+f^2w(z),\\
u&=-gqz-t\sqrt{1-z^2},\\
w&=\tfrac14[A+B+(A-B)z^2].
\end{aligned}
$$

## The level as a derivative

Differentiating $E$ with respect to the density matrix gives the Fock matrix

$$
F_{ij}=h_{ij}+\delta_{ij}v_i-\alpha U_{ij}\rho_{ij},
$$

where $h$ contains hopping and lattice coupling, and

$$
v_i=\sum_jU_{ij}n_j-(1-\alpha)aUn_i-\sum_j\Pi_{ij}n_j .
$$

The exchange term has an off-diagonal element, $-\alpha V\rho_{12}$, so the effective hopping depends on charge.

At self-consistency the energy is stationary against normalized changes of $c$ and changes of $p$. With $q$ fixed, the explicit change of $\rho_{ij}$ with $f$ is all that contributes:

$$
\frac{dE}{df}=\sum_{ij}F_{ij}c_ic_j=\varepsilon(f).
$$

A constant occupied level therefore means a straight total energy. Equal levels at the two ends mean less: since $\varepsilon(1)-\varepsilon(0)=\int_0^1E''(f)\,df$, they make the mean curvature zero and leave its variation free.

## Curvature with orbital relaxation

The orbital follows from $W_z=f(u'+fw')=0$, where subscripts denote partial derivatives and primes on $u,w$ mean $d/dz$. Differentiating this condition along the solution gives $dz/df=-W_{fz}/W_{zz}$. Differentiating $dE/df=W_f$ then gives

$$
E''=W_{ff}+W_{fz}\frac{dz}{df}=W_{ff}-\frac{W_{fz}^2}{W_{zz}} .
$$

The pieces are $W_{ff}=2w$ and $W_{fz}=u'+2fw'$. Stationarity, $u'=-fw'$, reduces the latter to $fw'=f(A-B)z/2$. Finally, $u''=t(1-z^2)^{-3/2}$ and $w''=(A-B)/2$, so

$$
E''=\tfrac12[A+B+(A-B)z^2]
-\frac{f(A-B)^2z^2/4}{t(1-z^2)^{-3/2}+f(A-B)/2}.
$$

The first term is the curvature for a rigid orbital. The second is negative, because letting the orbital adjust lowers the energy. The denominator is positive for all $0\le f\le1$ if $A-B>-2t$. Under that condition $W$ is convex in $z$, and at given $q$ there is only one solution with amplitudes of equal sign. For $A-B<-2t$ two differently localized solutions of this kind can coexist, and the numerical result can depend on the starting density. At $q=0$ and $f=1$ the state with equal weights and opposite signs is also stationary, higher in energy by $2t$. For this state exchange changes the off-diagonal Fock element to $-t+\alpha V/2$, so for $\alpha>2t/V$ it is the lower eigenvector of its own Fock matrix and a diagonalization loop can accept it. With the parameters used below this happens, for example, at $\alpha=0.12$, where the state lies $0.40$ eV too high. Starting from amplitudes of equal sign avoids it.

One limit is exactly straight. Let $a=0$ and let one dielectric constant screen both interactions, so $\Pi_0=U(1-1/\epsilon)$ and $\Pi_1=V(1-1/\epsilon)$. Then $A=U(1/\epsilon-\alpha)$ and $B=V(1/\epsilon-\alpha)$. Both vanish at $\alpha=1/\epsilon$, and $E''=0$ for every $f$. Unequal screening or semilocal exchange alone separates the two zeros; together they cancel only for special parameters.

## Geometry and the least exchange fraction

The lattice is relaxed at $f=1$ and then frozen while the charge is varied. Its force balance is $Kq=gz$. With $E_R=g^2/(2K)$ this gives $gq=2E_Rz$, and $u'+w'=0$ becomes

$$
z\left[\frac{t}{\sqrt{1-z^2}}-2E_R+\frac{A-B}{2}\right]=0 .
$$

Define $J=2E_R-(A-B)/2$. Besides $z=0$ there is a localized pair $\sqrt{1-z^2}=t/J$, which exists for $J>t$. Eliminating $q$ gives the energy

$$
E(z)=-\tfrac12Jz^2-t\sqrt{1-z^2}+\tfrac14(A+B).
$$

Near $z=0$ its varying part is $(t-J)z^2/2$, so the symmetric state is unstable when $J>t$. Since $A-B=(1-\alpha)[(1-a)U-V]-(\Pi_0-\Pi_1)$, the condition $J>t$ requires $\alpha>\alpha_{loc}$, with

$$
\alpha_{loc}=1-\frac{\Pi_0-\Pi_1+2(2E_R-t)}{(1-a)U-V}.
$$

This form assumes $(1-a)U>V$. Below the threshold there is no polaron geometry at which to impose the level condition.

## The tuning algorithm

For a trial $\alpha$ above the threshold:

1. Start with charges 0.95 and 0.05 at $f=1$. Diagonalize $F$, update $q=g(n_1-n_2)/K$, and mix half of the new density matrix with half of the old one until it stops changing. A symmetric start would give $q=0$ and remain symmetric.
2. Record $\varepsilon(1)$ and freeze $q$.
3. At $f\to0$ the interaction terms in $F$ vanish. The level is the lower eigenvalue of $h$, $\varepsilon(0)=-\sqrt{(gq)^2+t^2}$.
4. Form $G(\alpha)=\varepsilon(1)-\varepsilon(0)$ and find its root between two values of opposite sign.

The geometry in step 1 belongs to the trial $\alpha$; at the root, functional and geometry are consistent.

A starting estimate comes from setting the rigid-orbital term $2w$ to zero, that is, $A(1+z^2)+B(1-z^2)=0$:

$$
1-\alpha\simeq
\frac{\Pi_0(1+z^2)+\Pi_1(1-z^2)}
{(1-a)U(1+z^2)+V(1-z^2)} .
$$

## Numbers for a rutile-like pair

The sites are 0.30 nm apart, which gives a bare $V=4.80$ eV. With an electronic dielectric constant of 7, $\Pi_1=V(1-1/7)=4.114$ eV. The on-site values are $U=12$ eV, $\Pi_0=9$ eV and $a=0.08$, so $(1-a)U=11.04$ eV. The remaining parameters are $t=0.20$ eV, $g=46$ eV/nm and $K=3000$ eV/nm², giving $E_R=0.3527$ eV.

The localization threshold is

$$
\alpha_{loc}=1-\frac{4.886+2(0.7053-0.2000)}{6.240}=0.055 .
$$

The mismatch $G$ is $+0.654$ eV at $\alpha=0.12$ and $-0.931$ eV at 0.27. A straight line through these points crosses zero at $0.12+0.15(0.654/1.585)=0.182$. The converged root is $\alpha_K=0.1838$, with $z=0.9431$ and $q=0.01446$ nm. The explicit estimate, evaluated with this $z$, is

$$
1-\frac{9(1.8895)+4.114(0.1105)}{11.04(1.8895)+4.800(0.1105)}=0.1837 .
$$

The on-site interaction alone would vanish at $\alpha=1-9/11.04=0.185$, the inter-site one at $1/7=0.143$. The root lies close to the first because a localized orbital weights $A$ by $1+z^2$ and $B$ by $1-z^2$.

In the geometry frozen at the tuned polaron, the total energies give:

| $\alpha$ | rms $E''$ (eV) | largest departure from line (meV) |
|---|---:|---:|
| 0 | 1.787 | −223.7 |
| 0.1838 | 0.0013 | −0.039 |
| 0.25 | 0.713 | +89.1 |

The line joins $E(0)$ and $E(1)$ for the same $\alpha$. Curvatures are second differences on 21 equally spaced charges. For constant curvature $C$, integrating twice with zero departure at both ends gives $-Cf(1-f)/2$, whose midpoint value is $-C/8$. This yields −223 meV for $C=1.787$ eV, and +89 meV for $C=-0.713$ eV. Too little exchange makes the energy convex, too much makes it concave.

This comparison uses total energies only; the level condition enters just through the frozen $q$. Minimizing the summed squared departures over $\alpha$, with $q$ still frozen, gives 0.18382 against 0.18381 from the levels. The self-consistent energies were also compared with direct minimization over the orbital angle and $p_1,p_2$, at $(\alpha,f)=(0,0.7)$, $(\alpha_K,1)$ and $(0.25,0.4)$; they agreed within $10^{-7}$ eV.

## Where the remaining error comes from

At the root, $A=0.0107$ eV and $B=-0.1966$ eV. As $f\to0$ the orbital has

$$
z^2=\frac{(gq)^2}{(gq)^2+t^2}=\frac{0.6652^2}{0.6652^2+0.2000^2}=0.917,
$$

and the curvature is $\tfrac12[-0.1859+0.2073(0.917)]=+0.0021$ eV. At $f=1$, $z^2=0.8895$. The rigid-orbital term is then −0.0008 eV and the relaxation term −0.0017 eV, a total of −0.0025 eV. The curvature changes sign between the ends, as it must if its mean is zero.

A linear interpolation, $E''\simeq c(1-2f)$ with $c=0.0023$ eV, accounts for the opening numbers. One integration gives

$$
\varepsilon(f)=\varepsilon(0)+cf(1-f),
$$

a bulge of $c/4=0.57$ meV at half charge. Another integration from 0 to 1 gives $E(1)-E(0)=\varepsilon(0)+c/6$, the observed excess of 0.38 meV. The departure from the line is

$$
\delta(f)=-\frac c6f(1-f)(1-2f).
$$

It vanishes at $f=1/2$ and has its largest magnitude, $0.0962\,c/6=0.037$ meV, at $f=(1\mp1/\sqrt3)/2$. The grid value is 0.039 meV. Checking the midpoint energy alone would miss most of this error.

The same residual explains the explicit estimate. At the root $2w(1)=-0.00076$ eV rather than zero. The derivative of $2w$ with respect to $\alpha$ at fixed $z$ is

$$
-\tfrac12[11.04(1.8895)+4.800(0.1105)]=-10.7\ \text{eV}.
$$

The estimate is therefore low by $0.00076/10.7=7\times10^{-5}$, as found.

This slope also sets a stopping rule. A level mismatch of 1 meV corresponds to an error of about $10^{-4}$ in $\alpha$. Converging the root further is cheap, but it does not make the parameters or the functional more accurate.

## The barrier is a separate test

At $q=0$, with $A-B>-2t$, the electron is shared equally and $E=-t+(A+B)/4$. In either well, substituting $\sqrt{1-z^2}=t/J$ gives $E=-J/2-t^2/(2J)+(A+B)/4$. The adiabatic hopping barrier is the difference:

$$
E_b=\frac J2+\frac{t^2}{2J}-t=\frac{(J-t)^2}{2J}.
$$

For the tuned functional $J=0.6017$ eV and $E_b=0.4017^2/1.2034=0.134$ eV. With each geometry relaxed for its own functional, the barrier is 0.029 eV at $\alpha=0.10$ and 0.229 eV at 0.25.

For an error estimate, $dE_b/dJ=\tfrac12(1-t^2/J^2)=z^2/2$ and $dJ/d\alpha=[(1-a)U-V]/2=3.12$ eV. Thus

$$
\frac{dE_b}{d\alpha}=\frac{0.8895}{2}(3.12)=1.39\ \text{eV}.
$$

An error of 0.01 in $\alpha$ moves the barrier by 14 meV. At 300 K, where $k_BT=25.9$ meV, it changes the Boltzmann factor by a factor of 1.7.

A reference within the same model treats the host as a quantum oscillator instead of a field responding to average charges. Its antisymmetric part is

$$
H=-gq\sigma_z-t_b\sigma_x+\Omega b^\dagger b+\lambda\sigma_z(b+b^\dagger),
$$

with $\lambda^2/\Omega=(\Pi_0-\Pi_1)/4$ and $\Omega=15$ eV. For an electron on either site, completing the square shifts the oscillator by $\mp\lambda/\Omega$ and lowers the energy by the same $\lambda^2/\Omega$. The overlap of the two shifted ground states multiplies the hopping by

$$
e^{-2\lambda^2/\Omega^2}=e^{-(\Pi_0-\Pi_1)/(2\Omega)}=0.850 .
$$

The bare hopping $t_b$ is chosen so that the dressed value is $t=0.20$ eV. To leading order for a fast host, polarization then no longer favours localization, and $J=2E_R$. Diagonalization with 30 oscillator states gives a barrier of 0.181 eV, equal to the fast-host formula at this precision. Setting the bare hopping equal to $t$ instead would give 0.203 eV, so the value depends on this choice. This reference omits everything outside the model and is not an experimental value. At fractional charge its energy is a straight line, since the state is a mixture of charges 0 and 1.

The tuned barrier is 0.047 eV, or 26%, below this reference. Since both are given the same effective hopping, the cause is $A-B=0.207$ eV, which lowers $J$ by 0.104 eV. One could instead demand $A=B$. That gives $\alpha=1-4.886/6.240=0.217$ and the reference barrier, but also $A=B=-0.36$ eV and hence a constant curvature of −0.36 eV. With these parameters, one mixing fraction cannot satisfy both requirements. Small curvature removes the main self-interaction error without guaranteeing the barrier.

## From barrier to mobility

In classical equilibrium the one-way flux through $q=0$ is the probability density there times $\sqrt{k_BT/(2\pi M)}$, the mean positive part of a thermal velocity. On the adiabatic surface $E(q)$ the hop rate is

$$
k=\sqrt{\frac{k_BT}{2\pi M}}\,
\frac{e^{-E(0)/k_BT}}{\int_0^\infty e^{-E(q)/k_BT}\,dq}.
$$

The effective mass $M=K/\omega^2$ follows from a phonon quantum $\hbar\omega=0.080$ eV. For uncorrelated hops of length $d$ along a chain, at rate $k$ in each direction, the mean square displacement grows as $2kd^2\tau$ in time $\tau$. The diffusion coefficient is $kd^2$, and the Einstein relation gives $\mu=ekd^2/(k_BT)$.

At 300 K the tuned rate is $9.92\times10^{10}$ s⁻¹, so

$$
\mu=\frac{(9.92\times10^{10})(3.0\times10^{-8})^2}{0.02585}
=3.5\times10^{-3}\ \text{cm}^2/\text{Vs}.
$$

At $\alpha=0.25$ the result is $9.3\times10^{-5}$ cm²/Vs, smaller by a factor of 37. The fast-host surface gives $5.8\times10^{-4}$ cm²/Vs.

Lattice tunnelling is left out of these rates. Averaging the standard transmission of a parabolic barrier over thermal energies gives an enhancement of 1.8 at 300 K for the tuned surface; this omits the quantized well and the finite barrier height. With the actual barrier shape and quantized well levels the estimate is about 2.4 for the tuned surface and 3.8 for the sharper fast-host barrier. At $\alpha=0.25$ the barrier-top quantum is 0.20 eV, above $2\pi k_BT=0.16$ eV. The parabolic average then diverges, and the classical factor of 37 should not be read as a ratio of actual rates. Electronic lag is smaller: for $A=B$ the ratio of the state-rotation rate to the gap frequency is $\hbar g\sqrt{k_BT/M}/(4t^2)=0.07$, and the positive $A-B$ of the tuned functional reduces it. The effect is still not negligible. The diagonal non-adiabatic correction, $\hbar^2/(2M)$ times the squared rotation of the orbital angle per unit $q$, raises the barrier top by 14 meV for $A=B$ and by 6 meV for the tuned surface. This lowers the estimated quantum rate by roughly a quarter and a sixth. At 1000 K the ratio is 0.12, but the barrier is merely $1.6k_BT$. The formal mobility there, 0.038 cm²/Vs, rests on a doubtful picture of separate hops. These are low-field mobilities. A field of 1 MV/cm, which may exceed the breakdown strength of a real crystal, biases neighbouring sites by 0.03 eV, slightly more than $k_BT$ at 300 K.

## Relation to rutile and transferable error

The spacing and dielectric constant are rough values for neighbouring titanium sites along the $c$ axis of rutile TiO₂; the interaction and lattice parameters are plausible round values, not a fit. Rutile is anisotropic, but in a uniform medium two point charges on the $c$ axis are screened only by the dielectric constant perpendicular to it. As a test of sensitivity, raising the constant from 7 to 8.5, with $\Pi_0$ unchanged, moves $\alpha_K$ only from 0.184 to 0.183 but lowers the barrier from 0.134 to 0.106 eV. Measured room-temperature mobilities are very roughly 0.1 to 1 cm²/Vs, well above the value here, so the example should not be used to predict transport. The host response was assumed not to change with $\alpha$, and the result is sensitive to its size. Reducing $\Pi_0$ by 3% and retuning moves $\alpha_K$ from 0.184 to 0.207 and the barrier from 0.134 to 0.107 eV, far more than any root-finding error.

The quadratic semilocal term is another approximation. Replacing it by a 4/3-power law on a background of three same-spin electrons per site, with the same curvature at zero added charge, gives $\alpha_K=0.190$ and a barrier of 0.126 eV. The size of the background is arbitrary: one electron per site gives 0.198 and 0.115 eV. In a periodic supercell, the interaction of the fractional charge with its images also contains a term in $f^2$, which adds to the curvature. It must be corrected before the level condition is applied, or the exchange fraction will be tuned partly to cell size.

## Table of computed values

```
site spacing 0.30 nm; dielectric constant 7.0
bare U 12.00 eV; bare V 4.7999 eV; semilocal a 0.08
host response P0 9.000 eV; P1 4.1142 eV
hopping t 0.200 eV; g 46.0 eV/nm; K 3000 eV/nm^2
lattice relaxation energy E_R 0.3527 eV
phonon quantum 0.080 eV; host quantum 15.0 eV
least alpha for localization 0.0551
level mismatch at alpha 0.12: 0.6539 eV
level mismatch at alpha 0.27: -0.9311 eV
tuned alpha 0.18381; explicit estimate 0.18374
alpha from straightest total energy 0.18382
tuned A 0.01069 eV; B -0.19659 eV; J 0.60169 eV
tuned polaron z 0.94314; q 0.014461 nm
Same frozen q for the next three alpha values:
alpha 0.0000: level(0) -0.69464, level(1) 1.08429 eV
  E(1)-E(0) 0.23883 eV; z at f=1 0.6961
  largest departure from line -223.709 meV
  rms curvature 1.78671 eV; range 1.52849 to 1.97557 eV
alpha 0.1838: level(0) -0.69464, level(1) -0.69464 eV
  E(1)-E(0) -0.69426 eV; z at f=1 0.9431
  largest departure from line -0.039 meV
  rms curvature 0.00125 eV; range -0.00219 to 0.00192 eV
alpha 0.2500: level(0) -0.69464, level(1) -1.40760 eV
  E(1)-E(0) -1.05089 eV; z at f=1 0.9675
  largest departure from line 89.123 meV
  rms curvature 0.71296 eV; range -0.71411 to -0.71164 eV
tuned level at f=0.25: -0.69423 eV
tuned level at f=0.50: -0.69407 eV
tuned level at f=0.75: -0.69420 eV
barrier at alpha 0.1000: 0.0289 eV
barrier at alpha 0.1838: 0.1341 eV
barrier at alpha 0.2500: 0.2288 eV
barrier, quantum-host reference 0.1810 eV
barrier, fast-host formula 0.1810 eV
hop rate, tuned, 300 K: 9.918e+10 1/s
mobility, tuned, 300 K: 3.453e-03 cm^2/Vs
mobility, alpha 0.25, 300 K: 9.342e-05 cm^2/Vs
mobility, fast host, 300 K: 5.833e-04 cm^2/Vs
mobility, tuned, 1000 K: 3.816e-02 cm^2/Vs
tuned barrier/kT: 300 K 5.19; 1000 K 1.56
P0 lower by 3%: alpha 0.2074, barrier 0.1072 eV
dielectric constant 8.5: alpha 0.1829, barrier 0.1063 eV
4/3-power exchange, background 3: alpha 0.1901, barrier 0.1262 eV
host dressing of hopping: factor 0.8497
barrier-top quantum 0.0920 eV; tunnelling factor at 300 K 1.82
nonadiabatic ratio: 300 K 0.068; 1000 K 0.123
site bias in a 1 MV/cm field 0.030 eV
```
